# The Dimer Saddle Search on the Müller-Brown Surface, with Error Analysis

## 1. The question

An oxide or intermetallic layer that grows by diffusion thickens as atoms hop from site to site. Each hop crosses an energy barrier, and the hop rate depends exponentially on its height. The barrier top is a saddle of the energy surface: a maximum along the hop and a minimum across it. Electronic-structure calculations supply energies and forces, but the full Hessian is costly when many atoms move. The dimer method seeks the saddle from forces alone. We ask how accurate its curvature estimates are, and whether a converged search has found a point with one negative Hessian eigenvalue.

The test surface has two coordinates, so the dimer's curvatures and limits can be compared with the full Hessian:

$$V(x,y)=\sum_{k=1}^4A_k\exp\!\left[a_k(x-x_k)^2+b_k(x-x_k)(y-y_k)+c_k(y-y_k)^2\right].$$

| $k$ | $A_k$ | $a_k$ | $b_k$ | $c_k$ | $x_k$ | $y_k$ |
|---|---|---|---|---|---|---|
| 1 | −200 | −1 | 0 | −10 | 1 | 0 |
| 2 | −100 | −1 | 0 | −10 | 0 | 0.5 |
| 3 | −170 | −6.5 | 11 | −6.5 | −0.5 | 1.5 |
| 4 | 15 | 0.7 | 0.6 | 0.7 | −1 | 1 |

Energies are in $E_u$ and lengths in $L_u$, the surface's own units. Let $g=\nabla V$, let $H$ be the Hessian, and let $\lambda_1<\lambda_2$ be its eigenvalues with unit eigenvectors $v_1,v_2$. A dimer has midpoint $R$, unit axis $N$ and ends $R\pm hN$. Its full length is $2h$.

## 2. Curvature from gradients

Write $D_k$ for the $k$-th derivative of $V$ along $N$ at $R$. The gradient component along $N$ at distance $s$ is

$$g(R+sN)\cdot N=D_1+sD_2+\tfrac{s^2}{2}D_3+\tfrac{s^3}{6}D_4+\cdots .$$

Subtracting the value at $s=-h$ from that at $s=h$ cancels the even powers. Division by $2h$ gives

$$C=\frac{[g(R+hN)-g(R-hN)]\cdot N}{2h}=N^THN+\frac{h^2}{6}D_4+O(h^4),$$

because $D_2=N^THN$. If the midpoint and one end are used instead, the odd derivatives survive:

$$C_{\rm one}=\frac{[g(R+hN)-g(R)]\cdot N}{h}=N^THN+\frac h2D_3+\frac{h^2}{6}D_4+\cdots .$$

At $R=(-0.75,0.80)$, with the axis at 45° to $x$ and $h=0.01$, the Hessian gives $N^THN=56.8477\ E_u/L_u^2$. The central estimate is 56.9322. Its error, 0.0845, equals the leading term $h^2D_4/6$ to the digits shown. The one-sided estimate is 49.4731, an error of −7.3746. Its first term is −7.4615, and adding the second gives −7.3770. The one-sided form is 13% low here, relative to $N^THN$.

A smaller $h$ is not always better when forces carry noise. Suppose the two end-force components have independent errors of standard deviation $\sigma$. Their difference has standard deviation $\sqrt2\,\sigma$, so $C$ has $\sigma/(\sqrt2h)$. Minimizing the sum of noise and truncation error,

$$\frac{d}{dh}\left(\frac{\sigma}{\sqrt2h}+\frac{h^2|D_4|}{6}\right)=0
\quad\Rightarrow\quad h^3=\frac{3\sigma}{\sqrt2|D_4|}.$$

The truncation error above implies $D_4=6(0.0845)/10^{-4}\approx5070\ E_u/L_u^4$. For an assumed $\sigma=0.01\ E_u/L_u$ this gives $h\approx0.016\ L_u$. The analytic gradients used below have only rounding noise, and $h=0.001\ L_u$ is suitable.

## 3. Rotation to the lowest curvature

Let $\Theta=(-N_y,N_x)$ be the unit vector perpendicular to $N$. After rotation by $\theta$ the axis is $N\cos\theta+\Theta\sin\theta$, and for a constant Hessian its curvature is

$$C(\theta)=N^THN\cos^2\theta+\Theta^TH\Theta\sin^2\theta+2\,\Theta^THN\sin\theta\cos\theta .$$

Put $C_0=N^THN$, $a=(N^THN-\Theta^TH\Theta)/2$ and $b=\Theta^THN$. The double-angle identities turn this into

$$C(\theta)=C_0-a+a\cos2\theta+b\sin2\theta .$$

The gradients at the two ends supply $C_0$ and $b=\Theta\cdot[g(R+hN)-g(R-hN)]/(2h)$. One trial dimer at 45° supplies $a$: there $\cos2\theta=0$ and $\sin2\theta=1$, so $C(45°)=C_0-a+b$ and

$$a=C_0-C(45°)+b .$$

The oscillating part is the scalar product of $(a,b)$ with $(\cos2\theta,\sin2\theta)$. It is lowest when the two vectors are opposed:

$$2\theta=\operatorname{atan2}(b,a)+\pi,\qquad C_{\min}=C_0-a-\sqrt{a^2+b^2}.$$

At the same point and initial axis, with $h=0.001$, the fit gives $C_0=56.849$, $a=772.617$ and $b=-514.038\ E_u/L_u^2$. Hence $\sqrt{a^2+b^2}=927.994$ and

$$C_{\min}=56.849-772.617-927.994=-1643.762\ E_u/L_u^2 .$$

The Hessian's lowest eigenvalue is −1643.781. Over 13 angles spanning 180°, the fitted curve departs from the Hessian's curvature by at most $0.021\ E_u/L_u^2$. A positive curvature along the initial axis thus concealed a strongly negative one.

The fitted coefficients have errors $\delta a,\delta b$ of order $h^2$. Differentiating $2\theta=\operatorname{atan2}(b,a)+\pi$ gives

$$\delta\theta=\frac{a\,\delta b-b\,\delta a}{2(a^2+b^2)},\qquad
|\delta\theta|\le\frac{\sqrt{\delta a^2+\delta b^2}}{\lambda_2-\lambda_1},$$

where the bound uses $2\sqrt{a^2+b^2}=\lambda_2-\lambda_1$ at leading order. The measured axis error is $2.2\times10^{-6}$ rad at $h=0.001$. Between $h=0.004$ and $h=0.002$ it falls by a factor 4.000, as a second-order error should. The bound also shows where rotation fails: if the two eigenvalues meet, the lowest axis is undefined.

In two dimensions $\Theta$ is the only perpendicular direction, so one rotation suffices up to this error. In more dimensions one rotation finds the lowest axis within one plane, and the rotation must be repeated in new planes.

## 4. Translation and the index of the limit

An ordinary descent follows $-g$. To climb along $N$ and descend across it, the dimer reverses the component along $N$:

$$F^\dagger=-(I-2NN^T)g .$$

This rule is used here whatever the sign of $C$. Let $R_*$ be a stationary point with $\lambda_1<\lambda_2$, both nonzero, and let $\delta=R-R_*$. Then $g=H\delta+O(\delta^2)$. The axis differs from $v_1$ by $O(\delta)$, but it multiplies a gradient that is itself $O(\delta)$, so its change enters only at second order. For an exactly rotated dimer,

$$\dot\delta=-(I-2v_1v_1^T)H\delta=-M\delta,\qquad Mv_1=-\lambda_1v_1,\quad Mv_2=\lambda_2v_2 .$$

Both components decay exactly when $\lambda_1<0<\lambda_2$. A minimum repels along $v_1$ and a maximum repels along $v_2$. The same argument in $n$ dimensions gives eigenvalues $-\lambda_1,\lambda_2,\dots,\lambda_n$, so a stationary point that attracts the dimer, with no zero eigenvalue and a distinct lowest one, has exactly one negative Hessian eigenvalue.

This is a local statement. It does not say that a given start will converge. Nor does $C<0$ alone settle the index, since a maximum has negative curvature too. The remaining eigenvalues must be examined. In two dimensions the fit already supplies the other one, $C_0-a+\sqrt{a^2+b^2}$. In many dimensions a second-lowest eigenvalue or a full Hessian is needed.

As a test, $F^\dagger$ was differentiated numerically at five stationary points, with the axis rotated afresh at each displaced position. The eigenvalues of $M$ agreed with $-\lambda_1$ and $\lambda_2$ within 0.2% plus $0.1\ E_u/L_u^2$. Both were positive at the two saddles and at none of the three minima.

**How wrong may the axis be?** Hold $N$ fixed at angle $\alpha$ from $v_1$, with $0\le\alpha\le90°$. Since $\det(I-2NN^T)=-1$,

$$\det M=-\lambda_1\lambda_2 ,$$

$$\operatorname{tr}M=\lambda_1+\lambda_2-2(\lambda_1\cos^2\alpha+\lambda_2\sin^2\alpha)=(\lambda_2-\lambda_1)\cos2\alpha .$$

At a saddle the determinant is positive, so both eigenvalues of $M$ have positive real parts when the trace is positive: $\alpha<45°$. The step-by-step method is slightly stricter. With $\delta\to(I-\gamma M)\delta$ and a complex pair $\mu,\mu^*$, each step multiplies the amplitude by $|1-\gamma\mu|$, where

$$|1-\gamma\mu|^2=1-\gamma\operatorname{tr}M+\gamma^2\det M .$$

Decay then requires $\operatorname{tr}M>\gamma\det M$.

With $\gamma=2\times10^{-5}\ L_u^2/E_u$ and 10 000 steps from a displacement of $10^{-6}\ L_u$, an axis fixed at 43° reduced the distance from the saddle of Section 5 by a factor $3.6\times10^{-4}$. At 47° the distance grew by $1.0\times10^4$. The method therefore tolerates a rough axis near this saddle, within a limit that tightens as $\gamma$ grows. For $\gamma=3\times10^{-4}\ L_u^2/E_u$, the gain used in Section 5, the condition $\operatorname{tr}M>\gamma\det M$ gives $\alpha<42.4°$.

**Which gradient drives the translation?** The midpoint gradient vanishes at the true stationary point for any $h$. Replacing it by the mean of the end gradients saves one evaluation, but

$$\bar g=g(R)+\frac{h^2}{2}\nabla(N^THN)+O(h^4),$$

with $N$ held fixed in the derivative. Setting $\bar g=0$ and $g=H\delta$ gives the displacement

$$\delta=-\frac{h^2}{2}H^{-1}\nabla(N^THN).$$

For $h=0.01$ the predicted length is $4.679\times10^{-4}\ L_u$, and the search gives $4.681\times10^{-4}$.

## 5. A converging search

The midpoint update is $R\to R+\gamma F^\dagger$ with $\gamma=3\times10^{-4}\ L_u^2/E_u$ and a step cap of $0.05\ L_u$. Each iteration uses two gradients for the dimer, two for the trial rotation and one at the midpoint. The search stops when $|g|<10^{-7}\ E_u/L_u$. From $(-0.75,0.80)$ it proceeds as follows, with all entries in surface units:

| Iteration | $V$ | $C$ | $\lvert g\rvert$ |
|---|---|---|---|
| 0 | −39.664 | −1643.8 | 130 |
| 2 | −38.102 | −1401.9 | 63.0 |
| 10 | −40.302 | −924.4 | 18.6 |
| 40 | −40.665 | −752.2 | 0.176 |
| 131 | −40.665 | −750.9 | $9.1\times10^{-8}$ |

The energy first rises and then falls. For a small step its rate of change is $g\cdot F^\dagger=-|g|^2+2(g\cdot N)^2$, which can have either sign. Energy is therefore no measure of progress.

The limit is $(-0.8220,0.6243)\ L_u$, where the Hessian eigenvalues are −750.863 and $490.241\ E_u/L_u^2$. Exactly one is negative. The final dimer curvature, −750.855, differs from the lower eigenvalue by $0.008\ E_u/L_u^2$.

The late convergence follows from Section 4. The slower component is multiplied at each step by $1-\gamma\lambda_2=1-0.14707=0.85293$. From iteration 40 to 131 this predicts $0.1756\times0.85293^{91}\approx9.1\times10^{-8}\ E_u/L_u$, as found.

Root finding with the full Hessian, from a 15 by 15 grid of starts, found three minima, two saddles and no maximum. For a smooth plane surface that rises in all distant directions and has nondegenerate stationary points, minima minus saddles plus maxima equals one. Here $3-2+0=1$. This agrees with the list but does not prove it complete, since a missed minimum and saddle would cancel.

## 6. Where the search fails

Of 49 starts on a 7 by 7 grid ($-1.2\le x\le0.9$, $-0.2\le y\le1.7$), 23 reached this saddle and 7 reached the other, at $(0.212,0.293)\ L_u$. All 30 limits had one negative eigenvalue. The remaining 19 had not converged after 800 iterations.

Two starts displaced by $0.1\ L_u$ either way along the soft mode of the deepest minimum also failed. After 1499 steps both were near $(-1.965,1.972)\ L_u$, which is not a stationary point. The cause can be derived. In that region the fourth term dominates: the other three exponents are below −20. Put

$$p=1.4(x+1)+0.6(y-1),\qquad q=0.6(x+1)+1.4(y-1).$$

Then $g=V(p,q)$, $H_{xx}=V(p^2+1.4)$, $H_{yy}=V(q^2+1.4)$ and $H_{xy}=V(pq+0.6)$. The eigenvalues coincide when $p^2=q^2$ and $pq=-0.6$. One solution is $p=-s$, $q=s$, $s=\sqrt{0.6}$. It lies at $x+1=-(y-1)=-s/0.8$, or $(-1.968,1.968)\ L_u$.

Let $(u,v)$ be a small displacement from this point. Half the difference of the diagonal elements, and the off-diagonal element, are

$$D=\frac{H_{xx}-H_{yy}}2=-2Vs(u+v),\qquad O=H_{xy}=0.8Vs(u-v).$$

With $\rho=\sqrt{D^2+O^2}$, the lowest axis has $\cos2\phi=-D/\rho$ and $\sin2\phi=-O/\rho$, where $\phi$ is its angle to $x$. Since $2NN^T-I$ has rows $(\cos2\phi,\sin2\phi)$ and $(\sin2\phi,-\cos2\phi)$, and $g=Vs(-1,1)$ at leading order,

$$F^\dagger=\frac{Vs}{\rho}\begin{pmatrix}D-O\\D+O\end{pmatrix}
=-\frac{V^2s^2}{\rho}\begin{pmatrix}2.8u+1.2v\\1.2u+2.8v\end{pmatrix}.$$

Its product with $(u,v)$ is proportional to $-(2.8u^2+2.4uv+2.8v^2)$, which is negative for every nonzero displacement. The force points inward from all sides, yet its magnitude stays $|g|=\sqrt2Vs$. With $V=15e^{0.75}\approx31.8\ E_u$ this is about $35\ E_u/L_u$, so each step is about $0.010\ L_u$ long. The dimer hops around the degeneracy without settling.

A stalled search with a finite gradient and nearly equal lowest eigenvalues has this signature. Reducing $\gamma$ shortens the hops but does not remove the trap. A different start is the simplest remedy. Climbing along $N$ alone where the curvature is positive is no sure cure, because that rule stops wherever $g$ is perpendicular to $N$, even if $g$ is not zero. The 19 failures on the grid were not classified individually.

## 7. From saddle to hop rate

Steepest descent from the two sides of the saddle reaches the minima at $(-0.5582,1.4417)$ and $(-0.0500,0.4667)\ L_u$. The first is the deepest, with $V=-146.700\ E_u$. The barrier from it is

$$E=-40.665-(-146.700)=106.035\ E_u .$$

For a diffusion reading, choose $E_u=0.01$ eV, $L_u=0.2$ nm, the mass of nickel, $m=58.69$ u, and $T=1000$ K. Then $E=1.060$ eV, and the minima are 0.220 nm apart.

In classical transition-state theory, the one-way thermal flux through a line across the saddle gives

$$k=\sqrt{\frac{k_BT}{2\pi m}}\,\frac{Z_{\rm line}}{Z_{\rm well}},$$

where the $Z$ are integrals of $e^{-V/k_BT}$. In the harmonic approximation,

$$Z_{\rm line}=e^{-V_s/k_BT}\sqrt{\frac{2\pi k_BT}{\lambda_{2,s}}},\qquad
Z_{\rm well}=e^{-V_w/k_BT}\frac{2\pi k_BT}{\sqrt{\lambda_{1,w}\lambda_{2,w}}},$$

with $s$ for saddle and $w$ for well. The powers of $k_BT$ cancel:

$$k=\frac1{2\pi}\sqrt{\frac{\lambda_{1,w}\lambda_{2,w}}{m\lambda_{2,s}}}\;e^{-E/k_BT}
=\frac{\nu_1\nu_2}{\nu_s}e^{-E/k_BT}.$$

The well frequencies are 2.067 and 6.508 THz, and the frequency across the pass is 2.259 THz. The prefactor is $2.067\times6.508/2.259=5.955$ THz, and $k\approx2.7\times10^7\ {\rm s^{-1}}$.

The neglected effects differ greatly in size:

- Quantum corrections to the harmonic rate multiply it by 1.005. The tunnelling crossover is at 21 K, far below the temperature of use.
- Quadrature multiplies the well integral by 1.050 and the pass integral, within three harmonic widths, by 1.102. With this cut the rate changes by $1.102/1.050=1.05$. The cut matters, because on one side the energy along the line levels off about $2k_BT$ above the saddle between three and six widths. At six widths the pass factor is about 1.25 and the rate factor 1.19. Over the whole line the pass factor settles at 1.354, and the rate factor is $1.354/1.050=1.29$.
- An error of 0.1 eV in the barrier changes the rate by a factor 3.2.

Recrossing is not included. It may matter, because the intermediate minimum lies only $-72.249+80.768=8.52\ E_u$, or 0.085 eV, below the other saddle, while $k_BT$ is 0.086 eV. An atom arriving there need not settle before moving on or returning.

The chosen $E_u$ and $L_u$ put the barrier and hop length near those of a vacancy hop in nickel, about 1 eV and 0.25 nm, so this likeness is no test of the model. Its end states differ by 0.66 eV, whereas a vacancy hop in a pure crystal joins equivalent sites. A real hop also moves the neighbouring atoms, which this surface leaves out. The model cannot give the resulting barrier shift, but each 0.1 eV of it would change the rate by the factor 3.2 at 1000 K. For these numbers, the accuracy of the energy surface matters far more than the remaining error of the converged saddle search.

## Table of computed values

```
Stationary points: minima, saddles, maxima = 3 2 0
  minimum at (-0.5582, 1.4417) L_u, V = -146.700 E_u
  minimum at (0.6235, 0.0280) L_u, V = -108.167 E_u
  minimum at (-0.0500, 0.4667) L_u, V = -80.768 E_u
  saddle at (0.2125, 0.2930) L_u, V = -72.249 E_u
  saddle at (-0.8220, 0.6243) L_u, V = -40.665 E_u
Curvature test at (-0.75, 0.8) L_u, axis 45 deg, h = 0.01 L_u
  N.H.N = 56.8477, central = 56.9322, one-sided = 49.4731 E_u/L_u^2
  leading errors: central h^2 D4/6 = 0.0845, one-sided h D3/2 = -7.4615 E_u/L_u^2
Rotation, h = 0.001 L_u: C0 = 56.849, a = 772.617, b = -514.038 E_u/L_u^2
  C_min = -1643.7615, lowest eigenvalue = -1643.7814, upper = 212.2234 E_u/L_u^2
  largest misfit of C(angle) = 2.07e-02 E_u/L_u^2
  axis error = 2.23e-06 rad; ratio on halving h = 4.000
Search: gain 0.0003 L_u^2/E_u, step cap 0.05 L_u, force tolerance 1e-07 E_u/L_u
  iter   x (L_u)   y (L_u)   V (E_u)   C (E_u/L_u^2)  |g| (E_u/L_u)
     0  -0.75000   0.80000  -39.6639    -1643.772      1.302e+02
     1  -0.75189   0.76100  -38.1068    -1527.882      8.490e+01
     2  -0.75640   0.73593  -38.1021    -1401.875      6.302e+01
     5  -0.77480   0.69268  -39.2585    -1140.731      3.722e+01
    10  -0.79853   0.65663  -40.3022     -924.416      1.860e+01
    20  -0.81681   0.63108  -40.6473     -785.025      4.141e+00
    40  -0.82177   0.62459  -40.6648     -752.210      1.756e-01
   131  -0.82200   0.62431  -40.6648     -750.855      9.078e-08
  Hessian eigenvalues at the end: -750.8627, 490.2407 E_u/L_u^2
  number of negative eigenvalues: 1
Fixed axis off by 43 deg: distance x 3.63e-04; by 47 deg: x 1.01e+04
End-gradient mean, h = 0.01 L_u: saddle shift 4.681e-04, predicted 4.679e-04 L_u
Joined minima: (-0.5582, 1.4417) and (-0.0500, 0.4667) L_u
Grid of 49 starts (x -1.2..0.9, y -0.2..1.7 L_u, 800 iterations):
  to saddle (0.212, 0.293) L_u: 7
  to saddle (-0.822, 0.624) L_u: 23
  left the region: 0, no convergence: 19
  deepest minimum, 0.1 L_u along soft mode toward saddle: no convergence, (-1.964, 1.972) L_u, 1499 steps
  deepest minimum, 0.1 L_u along soft mode away from saddle: no convergence, (-1.965, 1.972) L_u, 1499 steps
Scales: E_u = 0.01 eV, L_u = 0.2 nm, mass = 58.69 u, T = 1000 K
  barrier = 106.0347 E_u = 1.0603 eV; distance of minima = 0.2199 nm
  well eigenvalues = 410.53, 4068.20 E_u/L_u^2
  well frequencies = 2.067, 6.508 THz; pass = 2.259 THz
  barrier frequency (magnitude) = 2.796 THz
  harmonic prefactor = 5.955 THz, rate = 2.698e+07 1/s
  tunnelling crossover = 21.4 K; quantum rate factor = 1.00474
  anharmonic/harmonic integral: well = 1.0495, pass (3 widths) = 1.1024
  anharmonic rate factor = 1.0504
  rate factor for a 0.1 eV barrier error = 3.191
```
